# Quadrupole lineshape of an incommensurate modulation: plane wave and multisoliton regimes

## Two peaks that are not two sites

Suppose that a quadrupole satellite, sharp in the unmodulated crystal, turns on cooling into a broad band with a peak at each end. Read as two lines, it suggests two inequivalent nuclear sites. If three more peaks then grow inside the band, the same reading gives five sites. Both conclusions can be wrong. In an incommensurate crystal one chemical site has a continuum of frequencies, and the end peaks mark frequencies that are stationary with respect to the modulation phase. Inner peaks that grow in this way can mark phases at which the modulation lingers, although with mixed linear and quadratic coupling an inner peak can also be a stationary frequency. A calculated lineshape shows where each kind of peak should lie.

## The frequency of one nucleus

Let a nucleus of spin \(I\) and quadrupole moment \(Q\) sit in a strong field along \(Z\), with Larmor frequency \(\nu_L\). To first order in the quadrupole interaction only its part diagonal in \(I_Z\) counts:
\[
E_m=-h\nu_L m+\frac{eQV_{ZZ}}{4I(2I-1)}\,[3m^2-I(I+1)].
\]
Since \((m-1)^2-m^2=-(2m-1)\), the transition frequency \((E_{m-1}-E_m)/h\) is
\[
\nu=\nu_L-\frac{3(2m-1)\,eQV_{ZZ}}{4I(2I-1)h}.
\]
For \(I=3/2\), \(m=-1/2\), we have \(2m-1=-2\) and \(4I(2I-1)=12\), so the shift is \(+eQV_{ZZ}/(2h)\). The other satellite has the opposite sign, and the central transition has no first-order shift.

The modulation displaces the surroundings by \(u=A\cos\psi\), with constant amplitude \(A\) and a phase \(\psi\) that varies from nucleus to nucleus. Expanding \(V_{ZZ}\) to second order in \(u\), and writing \(\Delta=\nu-\nu_0\) for the frequency measured from its value at \(u=0\), gives
\[
\Delta(\psi)=\nu_1\cos\psi+\nu_2\cos^2\psi,\qquad \nu_1\propto A,\quad \nu_2\propto A^2 .
\]
If a symmetry of the site makes \(\nu(u)=\nu(-u)\), then \(\nu_1=0\) and the coupling is quadratic. Linear contributions from several neighbours, \(\sum_j a_j\cos(\psi+\delta_j)\), equal the real part of \(e^{i\psi}\sum_j a_je^{i\delta_j}\). They form one cosine with a shifted phase. This shift need not equal that of the quadratic term. I assume that the two terms have the same phase, as they do when the gradient depends on the modulation only through the local value of \(u\). I take \(\nu_1,\nu_2\ge0\), and the modulation is static on the time scale of the experiment.

## The phase and its energy

Near a commensurate phase of order \(p\), the modulation is a commensurate wave whose phase \(\varphi(x)\) drifts slowly. With stiffness \(\kappa\), preferred slope \(\delta\) and lock-in strength \(w\), the energy per length is
\[
\frac{\kappa}{2}(\varphi'-\delta)^2+w(1-\cos p\varphi).
\]
Put \(\theta=p\varphi\), \(q=p\delta\) and \(\xi^2=\kappa/(p^2w)\). Apart from a constant, this equals \(\kappa/p^2\) times
\[
\tfrac12\theta'^2-q\theta'+(1-\cos\theta)/\xi^2 .
\]
The term in \(q\) is a total derivative and drops out of the Euler equation, \(\theta''=\sin\theta/\xi^2\). Multiplying by \(\theta'\) and integrating gives \(\tfrac12\theta'^2=(1-\cos\theta)/\xi^2+C\). Now use \(1-\cos\theta=2-2\cos^2(\theta/2)\), and name the constant through \(C=2(1-k^2)/(k^2\xi^2)\), with \(0<k<1\):
\[
\theta'=\frac{2}{k\xi}\sqrt{1-k^2\cos^2(\theta/2)} .
\]
For small \(k\) the slope is nearly constant: this is the plane wave. For \(k\to1\) the phase rests near \(\theta=2\pi m\) and crosses between these values in narrow walls, the solitons.

In the simplest case the cell is multiplied \(p\) times, and the \(p\) sublattices see phases differing by multiples of \(2\pi/p\). Symmetry can make the lock-in order a multiple of the cell multiplication, as with a sixth-order term in a tripled cell. The phase still advances by \(2\pi/p\) across each wall, so \(p\) below always means the order of the lock-in term, not the number of sublattices. Taken together, the nuclei have the total phase \(\psi=\varphi+\phi_0\), with \(\phi_0\) fixed by the site and \(\varphi\) covering the whole circle.

## First derivation: counting nuclei

Let \(P(\psi)\,d\psi\) be the fraction of nuclei with phase in \(d\psi\). Those in a frequency interval \(d\nu\) come from every phase at which \(\Delta(\psi)=\Delta\), each supplying a phase interval \(d\nu/|d\Delta/d\psi|\). Hence
\[
f(\Delta)=\sum_i\frac{P(\psi_i)}{|d\Delta/d\psi|_{\psi_i}} .
\]

**Plane wave.** For phases \(\psi_n=\alpha n\), with \(\alpha/2\pi\) irrational, the average of \(e^{im\psi_n}\) over \(N\) nuclei is a geometric sum, at most \(1/(N|\sin(m\alpha/2)|)\) in size. It vanishes for each integer \(m\ne0\) as \(N\to\infty\). No harmonic survives, so \(P=1/2\pi\).

For linear coupling the two phases \(\pm\psi\) have \(|d\Delta/d\psi|=\nu_1|\sin\psi|=\sqrt{\nu_1^2-\Delta^2}\). Their sum is
\[
f_{\rm lin}=\frac{1}{\pi\sqrt{\nu_1^2-\Delta^2}},\qquad |\Delta|<\nu_1 .
\]
For quadratic coupling four phases contribute, with
\[
|d\Delta/d\psi|=2\nu_2|\sin\psi\cos\psi|=2\sqrt{\Delta(\nu_2-\Delta)},
\]
so that
\[
f_{\rm quad}=\frac{1}{\pi\sqrt{\Delta(\nu_2-\Delta)}},\qquad 0<\Delta<\nu_2 .
\]
Both shapes have two edges. The linear splitting \(2\nu_1\) grows as \(A\), the quadratic splitting \(\nu_2\) as \(A^2\). The linear band is centred on \(\nu_0\), whereas the quadratic band begins there.

With both couplings, \(d\Delta/d\psi=-\sin\psi\,(\nu_1+2\nu_2\cos\psi)\). Besides \(\psi=0,\pi\), it vanishes at \(\cos\psi=-\nu_1/2\nu_2\) if \(\nu_1<2\nu_2\). Completing the square puts this third singularity at \(\Delta=-\nu_1^2/4\nu_2\). For \(\nu_1=20\) kHz and \(\nu_2=16\) kHz it lies at \(-400/64=-6.25\) kHz. The other two are at \(-20+16=-4\) kHz and \(20+16=36\) kHz.

**The edge law.** Near a stationary phase \(\psi_e\), let \(d\) be the distance from the edge frequency \(\Delta(\psi_e)\), measured towards the frequencies of the neighbouring phases. Then \(d=\tfrac12|\Delta''|(\psi-\psi_e)^2\), and the slope is \(|\Delta''||\psi-\psi_e|=\sqrt{2|\Delta''|d}\). Two phases, one on each side, contribute:
\[
f\simeq\sum_e P(\psi_e)\sqrt{\frac{2}{|\Delta''(\psi_e)|\,d}} .
\]
The sum runs over stationary phases that share the edge frequency. The law fails if \(\Delta''=0\). For \(\nu_1=2\nu_2\) and \(\psi=\pi+\epsilon\),
\[
\Delta+\nu_2=\nu_2(1-\cos\epsilon)^2\simeq\nu_2\epsilon^4/4,
\]
so the slope varies as \(\epsilon^3\propto d^{3/4}\), and \(f\propto d^{-3/4}\).

**Solitons.** The nuclei are evenly spaced in \(x\), and the walls are wide compared with the lattice constant. The time-table of the phase then fixes its density: \(P\propto1/\theta'\). The normalization requires
\[
\int_0^{2\pi}\frac{d\theta}{\sqrt{1-k^2\cos^2(\theta/2)}}=4K(k),
\]
where \(K\) is the complete elliptic integral of the first kind, \(K=\int_0^{\pi/2}d\beta/\sqrt{1-k^2\sin^2\beta}\). Therefore
\[
P(\psi)=\frac{1}{2\pi}\,\frac{n_s}{\sqrt{1-k^2\cos^2(p\varphi/2)}},\qquad n_s=\frac{\pi}{2K(k)} .
\]
The soliton spacing is \(\ell=\int_0^{2\pi}d\theta/\theta'=2k\xi K\). The mean slope \(2\pi/\ell\), divided by the largest slope \(2/(k\xi)\), is \(\pi/2K\). Thus \(n_s\), the soliton density in dimensionless form, is 1 for a plane wave and tends to 0 at lock-in.

Every stationary phase with \(\Delta''\ne0\) keeps its square-root singularity while \(k<1\), with its weight multiplied by
\[
R_e=\frac{n_s}{\sqrt{1-k^2\cos^2(p\varphi_e/2)}} .
\]
At the commensurate phases \(\varphi=2\pi m/p\) the density is multiplied by \(n_s/k'\), where \(k'=\sqrt{1-k^2}\). This maximum of \(P\) need not give a peak in \(f\), because the factor \(1/|d\Delta/d\psi|\) and the other phases with the same frequency also vary across it. It does give one when \(k'\) is small enough that the maximum is narrow compared with that variation. The peak is then finite, unless such a phase is itself stationary, in which case that edge is enhanced.

## Second derivation: the free precession signal

Now begin in the time domain. After a short pulse the transverse magnetization, in the frame rotating at \(\nu_0\), is \(F(t)=\langle e^{2\pi i\Delta t}\rangle\), an average over nuclei. The lineshape is its Fourier transform, \(f(\Delta)=\int F(t)e^{-2\pi i\Delta t}dt\), with \(F(-t)=F^*(t)\). The signal is formed without inverting the frequency or counting phases; the relation between frequency and phase enters only as a change of variable when the transform is read off.

**Harmonics of the phase.** All that enters about the crystal is the set of averages \(c_n=\langle\cos n\theta\rangle\). The sine averages vanish, because \(\theta(-x)=-\theta(x)\) about a resting point. Collect them in
\[
S(\theta)=1+2\sum_{n\ge1}c_n\cos n\theta,
\]
so that the average of any periodic function \(g(\theta)\) is \(\int_0^{2\pi} gS\,d\theta/2\pi\). To find \(S\), note that \(\theta'g(\theta)\) returns to its value after one spacing. The average of its derivative is therefore zero:
\[
\langle\theta''g+\theta'^2g_\theta\rangle=0 .
\]
Insert \(\theta''=\sin\theta/\xi^2\) and write \(v^2(\theta)=\theta'^2\). Integration by parts over \(\theta\) gives, for every \(g\),
\[
S\sin\theta/\xi^2=(v^2S)_\theta .
\]
The first integral gives \((v^2)_\theta=2\sin\theta/\xi^2\). Hence \(v^2S_\theta=-\tfrac12(v^2)_\theta S\), whose solution is \(S\propto1/v\). Since \(S\) has mean 1,
\[
S(\theta)=n_s/\sqrt{1-k^2\cos^2(\theta/2)} .
\]

**Linear coupling.** With \(z=2\pi\nu_1t\), the Bessel functions are defined by
\[
i^mJ_m(z)=\frac1\pi\int_0^\pi e^{iz\cos\beta}\cos m\beta\,d\beta .
\]
The signal averages \(e^{iz\cos\psi}\) with weight \(S(p(\psi-\phi_0))/2\pi\). In \(\cos np(\psi-\phi_0)\) only the part \(\cos np\psi\cos np\phi_0\) is even in \(\psi\) and survives:
\[
F(t)=J_0(z)+2\sum_{n\ge1}c_n\cos(np\phi_0)\,i^{np}J_{np}(z).
\]
To transform it, put \(\Delta=\nu_1\cos\beta\) in the definition of \(J_m\). Then \(d\beta=d\Delta/\sqrt{\nu_1^2-\Delta^2}\), apart from the reversed limits, and
\[
i^mJ_m(2\pi\nu_1t)=\int_{-\nu_1}^{\nu_1}\frac{\cos m\beta}{\pi\sqrt{\nu_1^2-\Delta^2}}\,e^{2\pi i\Delta t}\,d\Delta .
\]
The transform of each term can be read off:
\[
f=\frac{1}{\pi\sqrt{\nu_1^2-\Delta^2}}\Big[1+2\sum_{n\ge1}c_n\cos(np\phi_0)\cos(np\beta)\Big].
\]
The product of cosines is half the sum of \(\cos np(\beta-\phi_0)\) and \(\cos np(\beta+\phi_0)\). The bracket is therefore \(\pi[P(\beta)+P(-\beta)]\), and
\[
f=\frac{P(\beta)+P(-\beta)}{\nu_1\sin\beta},
\]
which is the result of the first derivation. For \(k<1\) the bracket is bounded. The divergence belongs to the prefactor, and solitons change its weight but not its exponent.

**Quadratic coupling.** Since \(\cos^2\psi=\tfrac12(1+\cos2\psi)\), the plane-wave signal is \(e^{i\pi\nu_2t}J_0(\pi\nu_2t)\). It is the linear signal with amplitude \(\nu_2/2\), displaced by \(\nu_2/2\). Because
\[
(\nu_2/2)^2-(\Delta-\nu_2/2)^2=\Delta(\nu_2-\Delta),
\]
the earlier quadratic shape follows. With solitons, a function of \(2\psi\) has no overlap with odd harmonics of \(\psi\), so terms with \(np\) even remain. With \(\Delta=\nu_2\cos^2\beta\),
\[
f=\frac{1}{\pi\sqrt{\Delta(\nu_2-\Delta)}}\Big[1+2\sum_{np\ {\rm even}}c_n\cos(np\phi_0)\cos(np\beta)\Big].
\]
Counting the four phases \(\pm\beta,\pi\pm\beta\) gives the same bracket: the shift by \(\pi\) multiplies each harmonic by \((-1)^{np}\), which cancels the odd ones.

**Moments.** The total phase has harmonics that are multiples of \(p\). For linear coupling and \(p\ge3\), \(\langle\cos\psi\rangle=\langle\cos2\psi\rangle=0\). The mean shift stays zero and the variance stays \(\nu_1^2/2\), whatever the soliton density. For \(p=3\), the identity \(\cos^3\psi=(3\cos\psi+\cos3\psi)/4\) gives
\[
\langle\Delta^3\rangle=\frac{\nu_1^3}{4}c_1\cos3\phi_0 .
\]
To find \(c_1\), average \(1-k^2\cos^2(\theta/2)\) with \(S\). This gives \(E/K\), where \(E=\int_0^{\pi/2}\sqrt{1-k^2\sin^2\beta}\,d\beta\). Thus \(c_1=2(1-E/K)/k^2-1\). The second moment does not see the solitons; for \(p=3\) the third does, unless \(\cos3\phi_0=0\).

## What sets the soliton density

From the first integral, \(\tfrac12\theta'^2+(1-\cos\theta)/\xi^2=\theta'^2-C\). With \(S_0=\int_0^{2\pi}\theta'\,d\theta\), the mean energy, in units of \(\kappa/p^2\), is \((S_0-2\pi q)/\ell-C\). Since \(\theta'\,\partial\theta'/\partial C=1\), we have \(dS_0/dC=\int d\theta/\theta'=\ell\). The derivative of the mean energy with respect to \(C\) is then
\[
1-\frac{S_0-2\pi q}{\ell^2}\frac{d\ell}{dC}-1 .
\]
It vanishes at \(S_0=2\pi q\). As \(\ell\) falls and \(S_0\) rises with \(C\), it passes from negative to positive there: a minimum. Integrating the slope gives \(S_0=8E/(k\xi)\), so
\[
\frac{E(k)}{k}=\frac{\pi q\xi}{4}.
\]
At \(k\to1\), \(E/k\to1\), and lock-in occurs at \(q_c=4/(\pi\xi)\). A direct minimization of the discretized energy at \(n_s=0.6\) tests this: formula and minimum both give \(\ell/\xi=4.990\).

## A band with \(p=3\)

Take round model parameters: \(I=3/2\), \(Q=10^{-29}\) m², \(\phi_0=20^\circ\) and linear coupling \(\nu_1=20\) kHz. The gradient amplitude is \(V_1=2h\nu_1/(eQ)=1.65\times10^{19}\) V/m². The edges lie at \(\pm20\) kHz. The commensurate lines lie at \(20\cos20^\circ=18.79\), \(20\cos140^\circ=-15.32\) and \(20\cos260^\circ=-3.47\) kHz.

At the upper edge \(\varphi_e=-20^\circ\), so \(\cos^2(p\varphi_e/2)=\cos^230^\circ=3/4\). At the lower edge \(\varphi_e=160^\circ\), and \(\cos^2240^\circ=1/4\). For \(n_s=0.3\), where \(k'=0.0213\), this gives
\[
R_{\rm up}\simeq\frac{0.3}{\sqrt{1/4}}=0.60,\qquad R_{\rm low}\simeq\frac{0.3}{\sqrt{3/4}}=0.35 .
\]
The edges do not fade together, nor need they fade at first. At \(n_s=0.9\) the factors are 1.05 and 0.94. For small \(k\), \(n_s\simeq1-k^2/4\), hence \(R_e\simeq1+\tfrac14k^2\cos p\varphi_e\): the upper edge, nearer to a commensurate phase, first gains.

The weight near the commensurate phases shows where the intensity goes. Let \(W\) be the fraction of nuclei with \(p\varphi/2\) within \(\eta\) of a multiple of \(\pi\). Integrating \(P\) outside these windows gives
\[
1-W=\frac1K\int_0^{\pi/2-\eta}\frac{d\beta}{\sqrt{1-k^2\sin^2\beta}}
\to\frac{2n_s}{\pi}\ln\cot\frac{\eta}{2}\quad(k\to1).
\]
For windows of \(\pm10^\circ\) in \(\varphi\), \(\eta=15^\circ\). The weight \(W\) is 0.17 for the plane wave, 0.38 at \(n_s=0.5\) and 0.61 at \(n_s=0.3\). The limit formula gives \(1-0.191\times2.03=0.61\) for the last. Even at \(q/q_c=1.0013\), the value for \(n_s=0.3\), over a third of the nuclei lie outside the windows.

The third moment is \((8000/4)\times\tfrac12c_1=1000\,c_1\) kHz³. It rises from zero to 380 kHz³ at \(n_s=0.5\) and 618 kHz³ at \(n_s=0.3\), while the variance stays at 200 kHz².

**Finite linewidth.** A Gaussian of standard deviation \(\sigma\) turns an edge \(B/\sqrt d\) into \(B\sigma^{-1/2}G(d/\sigma)\), with
\[
G(t)=\frac1{\sqrt{2\pi}}\int_0^\infty y^{-1/2}e^{-(t-y)^2/2}dy .
\]
Its maximum, 1.021, lies at \(t=0.765\): the peak stands inside the true edge by \(0.765\sigma\). For \(\sigma=0.2\) kHz this is 0.15 kHz. With \(B=1/(\pi\sqrt{2\nu_1})\) the plane-wave height is 0.115 kHz⁻¹, as computed directly.

At \(n_s=0.3\) the intensity at this same position, 0.153 kHz inside the upper edge, is 0.080 kHz⁻¹, which is 0.70 of the plane-wave value and not 0.60. The maximum itself lies slightly further in, near 19.78 kHz, because \(P(\psi)+P(-\psi)\) rises away from the edge. It is barely resolved: it stands only about 0.003 kHz⁻¹ above the dip that separates it from the line at 18.79 kHz, and for \(\sigma=0.3\) kHz it is no longer a separate maximum. The excess of 0.70 over 0.60 comes mainly from the curvature of \(P\). For \(k'\to0\), \(P\propto1/|\sin a|\) with \(a=3\varphi/2\), and
\[
\frac1P\frac{d^2P}{d\psi^2}=\frac94\,\frac{1+\cos^2a}{\sin^2a}=15.75
\]
at the upper edge. The mean of \(P(\psi)\) and \(P(-\psi)\) thus exceeds \(P(0)\) by the relative amount \(\tfrac12(15.75)\psi^2\), where \(\psi^2\simeq2d/\nu_1\). At the maximum of \(G\), the condition \(G'=0\) makes the weighted mean of \(d\) equal to \(0.765\sigma=0.153\) kHz. The correction is \(15.75\times0.153/20=12\%\), most of the 16% found; higher orders are not small here.

The inner peaks are also limited by broadening. The phase density at a commensurate phase is enhanced 14-fold. However, each line frequency also collects the phase \(-\psi\), where the factor is 0.35, so the unbroadened enhancement is \((14.09+0.35)/2\simeq7.2\). With \(\sigma=0.2\) kHz the three lines grow by 4.4, 5.6 and 6.2, in the order listed above. The density halves at \(\delta\varphi\simeq2\sqrt3k'/p=0.025\) rad, or \(\nu_1|\sin\psi|\,\delta\varphi=0.17\), 0.32 and 0.48 kHz. The narrowest peak loses most.

For quadratic coupling with \(\nu_2=20\) kHz, the commensurate lines lie at 17.66, 11.74 and 0.60 kHz. The upper edge comes from both \(\psi=0\) and \(\psi=\pi\), so its factor is the mean, \((0.60+0.35)/2=0.47\) at \(n_s=0.3\).

## What the two derivations assume

Both use the first-order shift, the same \(\Delta(\psi)\) and the same phase energy. Their agreement checks the statistics and the algebra, not that physics. The closed forms for the lineshape and the signal fail if the amplitude varies appreciably inside the walls, if the walls are too narrow for the phase to be treated as continuous, or if the modulation moves appreciably during the signal.

Counting nuclei needs a differentiable \(\Delta(\psi)\) and a smooth density \(P\). It handles mixed coupling without extra work, and it shows locally why each singularity arises. Its independent test is a count of nuclei on a lattice, with uniformly advancing phases for the plane wave and, for solitons, phases from a numerical solution of the phase equation over the spacing \(\ell=2k\xi K\). For linear, quadratic and mixed coupling, at \(n_s=1\) and 0.3, the fractions of nuclei in frequency bins differ from the formula by at most \(1.5\times10^{-5}\), as the numerical output records.

The precession signal needs averages over the crystal, so it remains defined where \(P\) is not smooth. At lock-in, \(c_n\to1\), and \(F\) becomes a sum of at most \(p\) distinct undamped oscillations, while the bracket in \(f\) no longer converges as an ordinary function. This route gives the moments directly, but its Bessel series is simple because each coupling contains a single cosine; mixed coupling would need products of two such series. It also assumes that the whole signal is recorded. Gaussian broadening multiplies \(F\) by \(e^{-2\pi^2\sigma^2t^2}\), removing the long times that carry the sharp edge.

Disordered or pinned solitons separate the two routes further. Neither the elliptic \(P\) nor its \(c_n\) then applies, but \(f=\sum_iP/|d\Delta/d\psi|\) still holds for any smooth measured or modelled phase density, and \(F=\langle e^{2\pi i\Delta t}\rangle\) for any static arrangement.

## Calculated quantities

```
Spin I = 1.5; quadrupole moment Q = 1.0e-29 m^2
Order p = 3; site phase phi0 = 20.0 deg
Linear nu1 = 20.00 kHz; gradient V1 = 1.6543e+19 V/m^2
Linear edges: -20.00, 20.00 kHz from nu0
Linear edge splitting: 40.00 kHz
Linear density at centre: 0.01592 1/kHz
Quadratic nu2 = 20.00 kHz; edges: 0.00, 20.00 kHz
Quadratic density at centre: 0.03183 1/kHz
Mixed nu1, nu2: 20.00, 16.00 kHz
Mixed singularities: -6.25, -4.00, 36.00 kHz
Linear commensurate lines (kHz): 18.794 -15.321 -3.473
Quadratic commensurate lines (kHz): 17.660 11.736 0.603
Broadened edge: inward shift/sigma = 0.7650
Broadened edge: maximum of scaled profile = 1.0211
Phase half-window for weights: 10.0 deg
Plane-wave weight in windows: 0.1667
Gaussian sigma for intensities: 0.20 kHz
Linear variance, all n_s: 200.0 kHz^2
n_s=0.9: k=0.592908, k'=0.80527
  spacing/xi=2.0696, q/q_c=2.39832
  edge factors upper, lower: 1.0488, 0.9424
  commensurate-phase factor: 1.1176
  weight in windows: 0.1852
  third central moment: 54.01 kHz^3
n_s=0.5: k=0.984433, k'=0.17576
  spacing/xi=6.1854, q/q_c=1.05738
  edge factors upper, lower: 0.9567, 0.5744
  commensurate-phase factor: 2.8447
  weight in windows: 0.3809
  third central moment: 379.96 kHz^3
n_s=0.3: k=0.999773, k'=0.02130
  spacing/xi=10.4696, q/q_c=1.00130
  edge factors upper, lower: 0.5996, 0.3464
  commensurate-phase factor: 14.0868
  weight in windows: 0.6130
  third central moment: 618.35 kHz^3
Broadened linear intensities in 1/kHz:
  order: upper edge peak, three commensurate lines, lower edge peak
  n_s=1.0: 0.1151 0.0470 0.0248 0.0162 0.1151
  n_s=0.9: 0.1205 0.0485 0.0255 0.0166 0.1090
  n_s=0.5: 0.1216 0.0786 0.0421 0.0276 0.0680
  n_s=0.3: 0.0802 0.2076 0.1384 0.1005 0.0411
Largest bin-weight difference, law minus count: 1.49e-05
Energy test at n_s=0.6: spacing/xi formula, minimum = 4.9896, 4.9896
```
